Conservation Tests for Implicit Newton Integration of a Global Plasma Model

**A gas that has just been switched on**

A sealed vessel holds a molecular gas A2 at 3.0×10²⁰ m⁻³ and a few free electrons, 1.0×10¹⁵ m⁻³ at 2 eV. At time zero a generator begins to deposit 10 kW m⁻³ in the electrons. In units of 10¹⁶ eV m⁻³ the electrons hold 1.5 × 0.1 × 2.0 = 0.30, and the power is 6.24 per µs. The power would thus double their energy in 0.30/6.24 ≈ 0.05 µs, while the gas needs milliseconds to change its composition. An integrator must cross both scales without creating charge, atoms or energy. When can such conservation be guaranteed, and what does it say about the solution?

The vessel is treated as uniform, the electrons as Maxwellian, and the temperature T is in eV. A2 is fictitious, with round parameters.

**One reaction by hand**

Keep only ionization, e + A2 → 2e + A2⁺, with rate k n N. Here n, N and i are the densities of electrons, molecules and ions; k is held fixed for now. Backward Euler evaluates the rate at the end of the step h, marked by primes:

n′ = n + h k n′N′
N′ = N − h k n′N′
i′ = i + h k n′N′

Newton's method linearizes the product about the current guess. Taking the old state as the guess, with n′ = n + δn and N′ = N + δN,

n′N′ ≈ nN + N δn + n δN.

All three changes equal the same number x up to sign: δn = x, δN = −x, δi = x. Inserting them gives

x = h k (nN + N x − n x)
x = h k n N / [1 − h k (N − n)].

Charge i − n and the molecule count N + i are unchanged whatever x is. Yet x does not solve the original equations, because the full product is

(n + x)(N − x) = nN + (N − n)x − x².

The linearized equation omitted −x², so one iteration leaves an error h k x² in the rate equation while conservation is perfect. Conservation and convergence are different properties.

The full equation is also instructive:

f(x) = h k x² + [1 − h k (N − n)] x − h k n N = 0.

Since f(0) = −h k n N < 0 and f(N) = N > 0, and the product of the two roots is negative, there is one positive root, between 0 and N. It keeps all densities positive. The first Newton step, however, points the wrong way if h k (N − n) > 1. For this isolated reaction with fixed k, a step longer than the ionization growth time therefore needs a better guess or a safeguard. In the full model near steady state, where losses offset ionization, steps with h k N ≈ 1.2 converge without one.

Now put in numbers. Let k = 3×10⁻¹⁴ exp(−12/T) m³ s⁻¹. At 2 eV, k = 7.4×10⁻¹⁷ m³ s⁻¹ and kN = 2.2×10⁴ s⁻¹. For h = 0.1 µs, x ≈ 2.2×10¹² m⁻³, only 0.2 % of n. The electron energy density w = (3/2)nT meanwhile changes, in units of 10¹⁶ eV m⁻³, to

w′ = 0.300 + 0.624 − 12 × 0.00022 ≈ 0.921.

The new temperature is 0.921/(1.5 × 0.1002) ≈ 6.1 eV, at which k is larger by exp(12/2 − 12/6.13) ≈ 57. Freezing k was therefore wrong. The energy equation must be solved together with the particle equations.

**The table that carries the physics**

Collect the densities of e, A2, A, A2⁺, A⁺ and A⁻, followed by w and a ledger q, in a vector y. The ledger records energy given to gas, light and walls. Each process j has a rate r_j(y) and a fixed column of a matrix S listing what it changes. Then

dy/dt = S r(y) + p b,

where p is the absorbed power density and b has the single entry 1, in the place of w.

Three rows l test the columns: the charges, the atom counts, and the energies. The energy row contains the formation energies 0, 0, 2.5, 12, 15.5 and 1.0 eV for the six species in the order above, then 1 for w and 1 for q. It must give zero for each process. Dissociation costs an electron 7 eV and leaves 2 eV as heat:

−7 + 2 × 2.5 + 2 = 0.

Attachment, e + A2 → A + A⁻, removes 5 eV from the electrons and leaves 1.5 eV as heat:

−5 + 2.5 + 1.0 + 1.5 = 0.

Neutralization of A⁺ by A⁻ releases 11.5 eV:

−15.5 − 1.0 + 2 × 2.5 + 11.5 = 0.

The other volume processes are ionization of A, neutralization of A2⁺, detachment and excitation followed by light. Their rates are k₀ exp(−E/T) times the reactant densities; the numerical output lists k₀, E and the energies. Elastic collisions transfer a fraction 2m/M of the mean energy difference (3/2)(T − T_g), where m is the electron mass, M the molecular mass and T_g the gas temperature. With elastic coefficient k_el, the loss is

(2m/M)(3/2)(T − T_g) k_el n N = 3(m/M) k_el n N (T − T_g).

**What an electron takes to the wall**

Ions of type j reach the sheath edge at the Bohm speed u_j = √(eT/M_j), where e is the elementary charge. Negative ions are assumed to stay in the core, which requires T to be far above their own temperature. The edge density then follows n_e. With n₊ the total positive-ion density and g a geometric factor, the loss rate is

g n_e u_j n_j / n₊.

A floating wall receives equal electron and ion fluxes. Electrons must climb the sheath voltage V, so per unit edge density

√(eT/(2πm)) exp(−V/T) = √(eT) ⟨M^(−1/2)⟩,

where the brackets average over the ions. Cancelling √(eT) and taking the logarithm gives

V/T = ln[(2πm)^(−1/2) / ⟨M^(−1/2)⟩],

which is 4.54 for pure A2⁺.

The flux of electrons with normal energy ε is proportional to exp(−ε/T) dε, because v dv = dε/m in mechanical units. Only ε > V escapes, and the mean normal energy of these electrons is V + T. Motion along the wall adds T/2 for each of two directions. The presheath field gives each ion M_j u_j²/2, equal to T/2 in eV, at the electrons' expense. Each lost pair therefore costs

(V + T) + T + T/2 = V + 2.5T ≈ 7.04T.

This depends on T, whereas S must be constant. It is entered as a separate process with column −1 for w and +1 for q, whose rate is the energy flux. The ionization energy, 12 eV for A2⁺ and 13 eV for A⁺, goes to q in the column for the ion's neutralization; the atom formed from A⁺ keeps the remaining 2.5 eV of the formation energy. Atoms A also recombine on the wall, each making half an A2 and releasing 2.5 eV. Direct integration over a Maxwellian is used to test the flux balance and the value V + 2T.

**The general result**

Backward Euler requires the residual

G(y) = y − y_old − h [S r(y) + p b]

to vanish. With R the matrix of derivatives ∂r_j/∂y_m, a Newton iteration solves

(1 − h S R) δ = −G(y)

and sets y_next = y + λδ. Here λ = 1 is a full iteration and λ < 1 a damped one, used to keep n_e, the A2⁺ density and w positive.

Let l be a row with l S = 0, and define its conservation defect as

d = l·y − l·y_old − h p l·b.

Multiplying G by l removes the reaction term, so l·G = d. Multiplying the Newton equation by l removes S R as well:

l·δ = −d.

After the update the defect is

d_next = d + λ l·δ = (1 − λ)d.

One full iteration makes it zero, apart from rounding. R has disappeared, so the result holds even for a wrong R, provided the linear system can be solved. If the guess is y_old, d starts at zero for charge and atoms, but at −hp for energy. Damped iterations alone would leave some energy missing, so a step is accepted only after a full iteration with a small relative change.

To make Newton converge rapidly, R should still be accurate. For a small real η and a unit vector e_m in direction m,

r(y + iη e_m) = r + iη ∂r/∂y_m − (η²/2) ∂²r/∂y_m² − …

The imaginary part divided by η gives the derivative with an error of order η². No nearly equal numbers are subtracted, so η can be extremely small.

The algorithm for each step is:

1. Start from y_old and compute G and R.
2. Solve for δ, choose λ and update; repeat until a full iteration gives a negligible change.
3. Test that densities and w are positive.
4. Test the accumulated charge, atom and energy balances, using the time integral of p for the energy.

Over 800 steps in the pulse and 800 in the afterglow, the largest relative defects are about 10⁻¹⁵. They refer to the total density of charged particles, the atom count, and the initial plus absorbed energy. Newton needs three iterations per step.

**What the balances can and cannot detect**

A deliberately poor iteration shows the blind spot. With h = 0.1 µs at ignition and randomly altered entries of R, one full iteration conserves all three quantities to about 2×10⁻¹⁶. Its w nevertheless differs by 10 % from the converged step. The altered R is not needed for such an error: a single iteration with the correct R is off by 11 %, and conserves just as well. A wrong rate coefficient is equally invisible, since l S r vanishes for any r.

Errors in S are visible if they unbalance a column. An excitation energy of 8 instead of 9 eV, entered consistently for w and q, would still pass. Three unbalancing errors were introduced one at a time in a shorter powered run, and each broke the matching balance alone:

- Leaving the electron behind when A⁺ is neutralized at the wall gave a charge defect of 1.9×10⁻³.
- Making a whole A2 from one A gave an atom defect of 2.0×10⁻⁵.
- Omitting the heat of dissociation gave an energy defect of 9.3×10⁻².

The second would pass a tolerance of one part in a thousand. Since a sound table conserves to near rounding, the tolerance can be set far lower.

**Why the energy, not the temperature, is the unknown**

The temperature equation follows from the product rule:

(3/2) n dT/dt = dw/dt − (3/2) T dn/dt.

Let W be the rate of change of w given by the processes and the power. Applying backward Euler, with Δ the change over a step and primes for new values, gives

(3/2) n′ΔT = hW′ − (3/2) T′Δn.

The actual change in energy density is

Δw = (3/2)(n′T′ − nT) = (3/2)(n′ΔT + TΔn).

Substituting the first equation into the second,

Δw = hW′ − (3/2)(T′ − T)Δn = hW′ − (3/2) Δn ΔT.

The last term is spurious. When density rises and temperature falls, it creates energy. Over the pulse the measured excess is 0.0909×10¹⁶ eV m⁻³ with 200 steps and 0.0457×10¹⁶ with 400, in agreement with the summed formula. Relative to the absorbed energy, the scale used for the defects above, these are 1.5×10⁻⁵ and 7×10⁻⁶. The excess is dissipated and does not stay in the electrons: at pulse end w is equally accurate in both forms, to about 2×10⁻⁵ with 200 steps. The defect falls in proportion to the step, but it never appears when w is the unknown. The gain is thus an energy audit that stays at rounding level, not a markedly more accurate solution.

**Stiffness and accuracy**

For a decaying mode dz/dt = −κz, explicit Euler multiplies z by 1 − hκ per step and is stable only for h < 2/κ. Backward Euler multiplies it by 1/(1 + hκ), which is below one for any positive h. At pulse end the fastest decay time is 0.372 µs, so the explicit limit is 0.744 µs. The implicit steps are made to grow steadily during each phase, from 0.006 µs at ignition in the 200-step pulse to 44 µs at its end. The last one is about 59 times the explicit limit.

A small disturbance of w confirms the limit. After 15 explicit steps it has shrunk to 0.028 of its size at 0.8 of the limit, and grown 149-fold at 1.2 of the limit. A purely fast mode would give 0.6¹⁵ ≈ 0.0005 and 1.4¹⁵ ≈ 156; a disturbance of w also contains slower modes. The Jacobian S R has three zero eigenvalues as well, one for each conserved row, because l S R = 0.

Stability is not accuracy. Against a tight solution by the Radau method, the largest relative error among the six densities and w at the end is 4.6 %, 2.3 % and 1.1 % for 200, 400 and 800 steps per phase. Halving the step length halves the error, as expected of a first-order method:

y_h = y + c h + O(h²)
y_(h/2) = y + c h/2 + O(h²)
2y_(h/2) − y_h = y + O(h²).

This extrapolation, from the 400- and 800-step results, reduces the error to 0.008 %. Its weights add to 2 − 1 = 1, so it keeps every linear balance. It does not by itself guarantee positive densities.

**Reading the pulse**

The temperature peaks at 6.3 eV after 0.27 µs, while few electrons share the power. As their density grows, it falls to 2.08 eV at pulse end. There n_e = 2.88 and the A⁻ density is 1.57, both in 10¹⁶ m⁻³.

The ionization balance can be recovered from the power budget. Treat all positive ions as A2⁺ and count electrons in 10¹⁶ m⁻³ µs⁻¹. Ionization takes 15.71 % of the power at 12 eV per event, attachment 0.621 % at 5 eV, and detachment returns 0.0144 % at 1 eV:

ionization: 0.1571 × 6.2415/12 = 0.0817
attachment: 0.00621 × 6.2415/5 = 0.0078
detachment: 0.000144 × 6.2415/1 = 0.0009
net source: 0.0817 − 0.0078 + 0.0009 = 0.0748.

The wall takes 17.53 % as kinetic energy, at 7.04 × 2.08 ≈ 14.6 eV per pair:

wall loss: 0.1753 × 6.2415/14.6 = 0.0749.

Source and loss agree to better than 1 %, so the electrons are nearly steady. The neutral gas is not: the density of A has reached 5.7×10¹⁸ m⁻³ and is still rising, and the slowest decay time is 9.4 ms, much longer than the 1 ms pulse.

The afterglow offers a second limit. If wall loss at frequency ν were the only process, then

dn/dt = −νn
d(1.5nT)/dt = −7.04 νnT.

Expanding the derivative of the product in the second equation and using the first equation,

1.5n dT/dt = −(7.04 − 1.5) νnT
d ln T/dt = −3.69 ν = 3.69 d ln n/dt.

Hence T ∝ n^3.69: the electrons cool much faster than they disappear. Between 22 and 100 µs after switch-off the computed values give

ln(0.0627/0.3760) / ln(1.2919/2.0954) = 3.70.

These values carry the step error; the tight solution gives 3.72. So close a match is partly accidental, because wall loss is not the only process. At 100 µs detachment supplies 10⁻¹⁶ × 5.7×10¹⁸ × 1.09×10¹⁶ ≈ 6.2×10¹⁸ electrons per m³ and second, about 11 % of the wall loss g u n_e ≈ 10 × 450 × 1.29×10¹⁶ ≈ 5.8×10¹⁹. Each brings 1 eV, while a pair lost to the wall takes only 7.04 × 0.063 ≈ 0.44 eV, so about a quarter of the energy lost to the wall is returned. The slower net loss of electrons and the elastic cooling raise the ratio, the returned energy lowers it, and over this interval the effects nearly cancel on average; the local exponent falls from about 3.9 at 22 µs to about 3.3 at 90 µs.

In the first 0.9 µs the same ratio is about 26, so the wall-only limit does not apply there; inelastic collisions are still draining energy. At 100 µs the extrapolated values are n_e = 1.29×10¹⁶ m⁻³ and T = 0.062 eV.

**Where the model stops**

Exact bookkeeping does not repair missing physics. The fixed gas temperature is an example. Dissociation turns 2/7 of its 33 % power share into gas heat. At the pulse-end rate this amounts to about 5.9×10¹⁸ eV m⁻³ in 1 ms. With a heat capacity of 5/2 per molecule and no conduction, the gas would warm by

5.9×10¹⁸ / (2.5 × 3.0×10²⁰) ≈ 0.008 eV,

which would not be small beside the assumed 0.03 eV. This is an upper estimate for this channel. At this density heat leaves a gap of 3 to 5 cm in roughly 0.1 to 0.3 ms, which limits the rise to about 0.001 to 0.002 eV; only larger vessels approach the figure without conduction. The ledger records this heat, but the model does not let it act on the gas. Strong spatial gradients, a non-Maxwellian electron distribution, or negative ions reaching the sheath would likewise change r while leaving every balance intact. The Maxwellian is a real restriction here. Collisions between electrons, which would establish it, need roughly 0.3 ms at the early temperature peak and a few µs at pulse end, longer than the times over which the electron energy changes. The 6.3 eV peak is therefore a property of the model, not a prediction for a real discharge.

The same caution applies to the afterglow. Ions need tens of µs to cross a vessel a few centimetres in size, which is comparable with the cooling time of the electrons or longer, so the real wall loss could not follow the falling Bohm speed at once. At 100 µs, moreover, T is only twice the gas temperature. For negative ions at the gas temperature, the presheath potential of about T/2 then gives a Boltzmann factor of only exp[−0.062/(2 × 0.03)] ≈ 0.36. Their density at the sheath edge would be about a third of that in the core, not negligible as the model assumes.

Computed values

```
Process: prefactor m^3/s, activation eV, electron gain eV, heat/light eV
  e+A2 -> 2e+A2+      3e-14 12.0  -12.0   0.0
  e+A -> 2e+A+        3e-14 13.0  -13.0   0.0
  e+A2 -> e+2A        1e-14  7.0   -7.0   2.0
  e+A2 -> A+A-        1e-16  5.0   -5.0   1.5
  A2+ + A- -> A2+A    1e-13  0.0    0.0  10.5
  A+ + A- -> 2A       1e-13  0.0    0.0  11.5
  A- + A -> A2+e      1e-16  0.0    1.0   2.5
  e+A2 -> e+A2+light  2e-14  9.0   -9.0   9.0
Formation energies e,A2,A,A2+,A+,A- (eV): [0, 0, 2.5, 12.0, 15.5, 1.0]
Masses A2, A: 30, 15 u; wall factor 10 1/m; A wall rate 100 1/s
Elastic coefficient 1e-13 m^3/s; gas temperature 0.03 eV
Initial A2 3.0e+20, electrons 1.0e+15 m^-3, T_e 2.0 eV
Power 10000 W/m^3 = 6.2415 x 1e16 eV m^-3/us; on 1000 us, off 100 us
Sheath drop/T_e for pure A2+: 4.536
time us | n_e, A-, A+, A in 1e16 m^-3 | T_e eV  (800 steps per phase)
      0.000 0.1000 0.0000 0.00000 0.000 2.0000
      1.048 0.2578 0.0021 0.00000 0.286 4.6399
     10.987 1.2796 0.0470 0.00006 4.935 2.5974
    105.289 2.8006 0.6329 0.00231 60.161 2.0947
   1000.000 2.8775 1.5670 0.03678 574.710 2.0826
   1000.865 2.8397 1.5643 0.03632 574.927 1.4843
   1004.743 2.6405 1.5393 0.03381 574.899 0.9343
   1022.120 2.0954 1.4271 0.02685 574.007 0.3760
   1100.000 1.2919 1.0944 0.01613 569.786 0.0627
Peak T_e 6.251 eV at 0.274 us
Pulse end, % of power: ionization 15.71, dissociation 33.26, light 32.74
  wall kinetic 17.53, elastic 0.154, attachment 0.621, detachment -0.0144
Pulse end, decay times: fastest 0.3719 us, slowest 9394.5 us
Explicit limit 0.7439 us; last implicit step (200) 44.01 us
Explicit error factor, 15 steps: 2.83e-02 at 0.8 limit, 149.1 at 1.2 limit
Largest relative defects: charge 1.3e-15, atoms 1.6e-15, energy 1.3e-15
Newton iterations per step: mean 3.00, max 3
Largest relative error at end, 200/400/800 steps: 4.594e-02 2.282e-02 1.137e-02
  after Richardson extrapolation: 7.88e-05
Final n_e: extrapolated 1.29244, Radau 1.29245 x 1e16 m^-3
Final T_e: extrapolated 0.06198, Radau 0.06199 eV
One crude iteration, h 0.1 us: largest defect 1.8e-16, error in w 10.0 %
Table error, wall A+ loss keeps its electron: relative defect 1.85e-03
Table error, wall A makes a whole A2: relative defect 2.00e-05
Table error, dissociation heat left out: relative defect 9.28e-02
T_e as unknown, 200 steps: energy defect 0.09087, predicted 0.09087 x 1e16 eV m^-3
T_e as unknown, 400 steps: energy defect 0.04566, predicted 0.04566 x 1e16 eV m^-3
  electron thermal energy at pulse end 8.9889 x 1e16 eV m^-3
```
